# Mayergoyz's Theorem: When a Hysteresis Operator Has Preisach Form

A Preisach density can be computed from the first-order reversal curves of almost any hysteretic material: one differentiates the measured curves twice. Nothing in that calculation reveals whether the density means anything. If the material lacks the required structure, a model built from these data can still match the drop along each measured curve, yet it gives wrong polarizations for some field histories. Mayergoyz's theorem names the two properties that must be established first, wiping-out and congruency, and shows that they suffice once a regularity condition is added.

## Inputs, memory and the two properties

Atomic units are used in the algebra, so the charge unit is 1. The input \(u(t)\) is the electric field, or equally the force on a unit charge, and the output \(f(t)\) is the polarization. Inputs are continuous, consist of finitely many monotone pieces, take values in \([a,b]\) and start at \(u=a\). The output is causal and rate independent: it is fixed by the successive turning values and the present input. A sample whose polarization creeps at constant field is outside this class.

Most turning values may be irrelevant. Start at the last visit to \(a\) and set \(m_0=a\). Let \(M_1\) be the largest later value, \(m_1\) the smallest value after \(M_1\) was last attained, \(M_2\) the largest value after \(m_1\) was last attained, and so on up to the present input. These are the surviving extrema, with

\[
M_1>M_2>\dots ,\qquad a=m_0<m_1<m_2<\dots \tag{1}
\]

The last entry is the present input. If the input is falling, this entry is \(m_n=u\). If it is rising, the entry is \(M_n=u\), and we add \(m_n=u\) for uniform notation.

**Wiping-out (W).** The output depends only on the surviving extrema.

Now let the input stand at a last surviving maximum \(\alpha\), with the preceding surviving minimum not above \(\beta<\alpha\). If the input goes down to \(\beta\) and back to \(\alpha\), the surviving extrema are restored, so by W the output returns and the loop closes.

**Congruency (C).** All closed loops between the same \(\beta\) and \(\alpha\) are equal up to a constant shift of \(f\). Thus the fall of \(f\) from \(\alpha\) to \(x\), and its rise from \(\beta\) to \(x\), do not depend on the earlier history.

A loop entered from its lower end is included, because on reaching \(\alpha\) the preceding surviving minimum is \(\beta\), or a lower value if \(\alpha\) equals the previous surviving maximum.

## Exact statement

Let \(f_\alpha\) be the output after the first rise from \(a\) to \(\alpha\), and \(f_{\alpha\beta}\) the output after a subsequent fall to \(\beta\). Define

\[
E(\alpha,\beta)=\tfrac12\,(f_\alpha-f_{\alpha\beta}),\qquad E(\alpha,\alpha)=0. \tag{2}
\]

Assume that \(\partial E/\partial\alpha\) and \(\partial^2E/\partial\beta\,\partial\alpha\) exist and are continuous on the closed triangle \(a\le\beta\le\alpha\le b\), with one-sided derivatives at its edges and limiting values at the corners \((a,a)\) and \((b,b)\), where a one-sided derivative may be unavailable.

A relay \(\gamma_{\alpha\beta}\) has the value \(+1\) once \(u\ge\alpha\), the value \(-1\) once \(u<\beta\), and otherwise keeps its value. All relays start down, except that the single relay \(\alpha=\beta=a\), which has no weight, is up.

**Theorem.** Under this assumption, W and C hold if and only if

\[
f=f_c+\iint_{\alpha>\beta}\mu(\alpha,\beta)\,\gamma_{\alpha\beta}[u]\,d\alpha\,d\beta+\int_a^b\nu(s)\,\gamma_{ss}[u]\,ds \tag{3}
\]

with continuous \(\mu\) and \(\nu\). These are unique:

\[
\mu=-\frac{\partial^2E}{\partial\beta\,\partial\alpha},\qquad \nu(s)=\frac{\partial E}{\partial\alpha}\Big|_{\alpha=\beta=s},\qquad f_c=\frac{f_a+f_b}{2}. \tag{4}
\]

Two terms go beyond the shortest form of the model. The constant \(f_c\) is needed unless the outputs at \(a\) and \(b\) are opposite. The relays of zero width are needed for reversible response: \(f=\chi u\) satisfies W and C, but its mixed derivative vanishes, so a smooth density off the diagonal gives nothing.

## Necessity

Assume (3). Let \(T(\alpha,\beta)\) be the triangle of relays with thresholds \(\beta\le\beta'\le\alpha'\le\alpha\), and let \(m\) be the signed measure formed by \(\mu\) in the bulk and \(\nu\) on the diagonal. Horizontal and vertical lines have zero measure, so questions of equality at a threshold may be ignored.

**Wiping-out.** A relay \((\alpha',\beta')\) is up precisely when, for some \(k\),

\[
\alpha'\le M_k\quad\text{and}\quad\beta'\le m_k . \tag{5}
\]

If (5) holds, the relay was up at \(M_k\), and since then the input has not gone below \(m_k\ge\beta'\), so it is still up. If (5) holds for no \(k\), take the largest \(k\) with \(M_k\ge\alpha'\). Then \(m_k<\beta'\), so the relay went down at \(m_k\), and all later values are below \(\alpha'\). If there is no such \(k\), the relay has stayed down since the last visit to \(a\). The surviving extrema therefore fix \(f\), which is W.

**Congruency.** Let the input stand at \(\alpha\), with preceding surviving minimum \(m_*\le\beta\), and let it fall to \(x\ge\beta\).

- Relays with \(\alpha'\le\alpha\) and \(\beta'>x\) were up and go down. They fill \(T(\alpha,x)\).
- Relays with \(\alpha'>\alpha\) and \(\beta'>x\) were already down: they were down at \(m_*\), and the input has not exceeded \(\alpha\) since.

Each switching relay changes by \(-2\), so

\[
f(x)-f(\alpha)=-2\,m(T(\alpha,x)). \tag{6}
\]

After the fall to \(\beta\), let the input rise to \(x\le\alpha\). Relays with \(\alpha'\le x\) and \(\beta'>\beta\) go up, while those with \(\alpha'\le x\) and \(\beta'\le\beta\) have stayed up since \(\alpha\). Hence

\[
f(x)-f(\beta)=+2\,m(T(x,\beta)). \tag{7}
\]

Neither right side contains the history, which is C.

**Uniqueness.** For the first-order curve, (6) and (2) give \(E(\alpha,\beta)=m(T(\alpha,\beta))\), or

\[
E(\alpha,\beta)=\int_\beta^\alpha dx\int_\beta^x dy\,\mu(x,y)+\int_\beta^\alpha\nu(s)\,ds. \tag{8}
\]

Differentiation with respect to the upper limit gives \(\partial E/\partial\alpha=\int_\beta^\alpha\mu(\alpha,y)\,dy+\nu(\alpha)\). At \(\beta=\alpha\) this is \(\nu(\alpha)\). Its derivative with respect to the lower limit \(\beta\) is \(-\mu(\alpha,\beta)\). These are the densities in (4). At \(a\) all relays are down and at \(b\) all are up, so \(f_a=f_c-m(T(b,a))\) and \(f_b=f_c+m(T(b,a))\). Half their sum is \(f_c\).

## Sufficiency

Assume W and C. By W, the actual history may be replaced by an input that visits only the surviving extrema. We need the change of \(f\) on each leg.

**Falling leg, \(M_k\to m_k\).** The preceding minimum satisfies \(m_{k-1}<m_k\), so this leg is the falling branch of a closed loop. The last leg of the first-order path \(a\to M_k\to m_k\) is the falling branch of another closed loop between the same limits. By C the two changes are equal, and by (2)

\[
f(m_k)-f(M_k)=-2E(M_k,m_k). \tag{9}
\]

**Rising leg, \(m_{k-1}\to M_k\).** First-order curves contain no such leg except the first, so its change must be inferred. Let the input turn at \(M_k\) and return to \(m_{k-1}\). The surviving extrema are then those present before the rise, and W restores the output. The return starts at \(M_k\) with preceding minimum \(m_{k-1}\), so C applies and gives the change \(-2E(M_k,m_{k-1})\). The rise was its opposite:

\[
f(M_k)-f(m_{k-1})=+2E(M_k,m_{k-1}). \tag{10}
\]

This includes \(k=1\), where the return is to \(a\). Adding (9) and (10) over all legs gives

\[
f=f_a+2\sum_{k=1}^{n}\left[E(M_k,m_{k-1})-E(M_k,m_k)\right]. \tag{11}
\]

If the last leg is rising, its second term is \(E(u,u)=0\). Equation (11) already predicts every output from first-order data, and no differentiability has been used.

**From \(E\) to a measure.** Define \(\mu\) and \(\nu\) by (4). Integrating over \(y\) first,

\[
\begin{aligned}
\int_\beta^\alpha dx\int_\beta^x dy\,\mu(x,y)
&=\int_\beta^\alpha dx\left[\frac{\partial E}{\partial x}(x,\beta)-\frac{\partial E}{\partial x}(x,y)\Big|_{y=x}\right]\\
&=E(\alpha,\beta)-E(\beta,\beta)-\int_\beta^\alpha\nu(x)\,dx .
\end{aligned}\tag{12}
\]

Since \(E(\beta,\beta)=0\), this is (8), so again \(E(\alpha,\beta)=m(T(\alpha,\beta))\). The integral of \(\nu\) is what is lost when the diagonal is omitted.

**From triangles to relays.** The smaller triangle \(T(M_k,m_k)\) lies inside \(T(M_k,m_{k-1})\). Each bracket in (11) is therefore the measure of the strip

\[
D_k=\{\alpha'\le M_k,\ m_{k-1}<\beta'\le m_k\}. \tag{13}
\]

The strips are disjoint, because their ranges of \(\beta'\) are. Their union is the set \(S_+\) of up relays described by (5). Indeed, each strip satisfies (5). Conversely, if (5) holds for some \(k\), let \(j\le k\) be the smallest index with \(\beta'\le m_j\). Then \(\alpha'\le M_k\le M_j\), so the relay lies in \(D_j\). Thus

\[
f=f_a+2\,m(S_+). \tag{14}
\]

Let \(S_-\) be the set of down relays. At \(u=b\) all relays are up, so \(f_b=f_a+2[m(S_+)+m(S_-)]\). Solving for \(f_a\) in terms of \(f_c=(f_a+f_b)/2\) gives \(f_a=f_c-m(S_+)-m(S_-)\), and (14) becomes

\[
f=f_c+m(S_+)-m(S_-), \tag{15}
\]

which is (3). The proof is complete.

## What happens when an assumption is dropped

**Without congruency.** Take as output the square of a Preisach polarization, which is the electrostrictive strain divided by its coefficient. It depends on the surviving extrema alone, so W holds. Let \(f_{\rm top}\) be the polarization at the top of a loop. The height of the squared loop is

\[
f_{\rm top}^2-(f_{\rm top}-2E)^2=4E\,(f_{\rm top}-E), \tag{16}
\]

which depends on the history through \(f_{\rm top}\). If \(E\neq0\) and \(f_{\rm top}\) differs between histories, congruency fails, and the strain has no Preisach form of its own although the polarization has one.

**Without wiping-out.** Add to a Preisach output a drift \(cL\), where \(L\) is the total path length of the input. The fall from \(\alpha\) to \(x\) gains \(c(\alpha-x)\), whatever the history, so individual branches remain congruent. But each cycle adds \(2c(\alpha-\beta)\), and the loop does not close. The argument for (10) then fails.

**Without regularity.** Put \(E=E_0\sqrt{(\alpha-\beta)/(b-a)}\) in (11). The resulting operator satisfies W by construction. It also satisfies C, since a fall from \(\alpha\) to \(x\) adds \(-2E(\alpha,x)\) and a rise from \(\beta\) to \(x\) adds \(2E(x,\beta)\). Now divide \([a,b]\) into \(N\) equal intervals and take \(E_0=1\). The \(N\) small triangles on the diagonal each have weight \(N^{-1/2}\), together \(\sqrt N\). A square cell \(k\) intervals from the diagonal has weight

\[
N^{-1/2}\left(\sqrt{k+1}-2\sqrt k+\sqrt{k-1}\right)<0, \tag{17}
\]

because the square root is concave. All weights add to \(E(b,a)=1\), so the negative ones add to \(1-\sqrt N\). The sum of absolute weights is \(2\sqrt N-1\): it is 7.94, 16.89 and 34.78 for 20, 80 and 320 intervals. A finite signed measure would keep this sum bounded. Hence W and C alone give (11), but not a finite Preisach measure.

The assumption in the theorem is sufficient for a measure but not the weakest possible. A single relay is a Preisach operator, yet its \(E\) is a step function and its density a point mass.

## A ferroelectric with friction-pinned walls

Consider a model with round parameters, defined without relays. It illustrates the theorem and is not fitted to a material. Its fields reach 2 MV/cm, which some thin films can bear but ordinary bulk ceramics cannot. Domain walls have dry-friction thresholds \(r\). In field units, the wall coordinate \(w_r\) stays put until the input is more than \(r\) away, and is then dragged along:

\[
w_r\ \to\ \min\{\max(w_r,\,u-r),\,u+r\},\qquad w_r=a+r\ \text{at the start}. \tag{18}
\]

The polarization is

\[
f=P_0\int_0^R p(r)\tanh\frac{w_r-w_0}{\Delta}\,dr+\chi u,\qquad p(r)=\frac{6r(R-r)}{R^3}. \tag{19}
\]

The input is in eV/Å, and \(f\) is polarization per elementary charge, in Å\(^{-2}\). The parameters are \(b=-a=0.02\), \(R=0.016\), \(\Delta=0.004\) and bias \(w_0=0.001\), all in eV/Å, with \(P_0=0.02\) Å\(^{-2}\) and \(\chi=0.1\) (eV Å)\(^{-1}\). The integral over \(r\) is a midpoint sum with 4000 points.

The relay content can be read off. The coordinate \(w_r\) passes a level \(s\) upward at \(u=s+r\) and downward at \(u=s-r\). Each level is thus a relay with \(\alpha=s+r\) and \(\beta=s-r\), so that \(d\alpha\,d\beta=2\,ds\,dr\). A unit step equals \((1+\gamma)/2\), which supplies another factor \(1/2\):

\[
\mu=\frac{P_0\,p(r)}{4\Delta}\,\mathrm{sech}^2\frac{s-w_0}{\Delta},\qquad \nu=\frac{\chi}{2}. \tag{20}
\]

Here \(p(r)=0\) for \(r>R\), since no wall has such a threshold. At \(\alpha=0.006\), \(\beta=-0.004\) eV/Å this gives \(\mu=100.7\) eV\(^{-2}\). A central mixed difference of the computed \(E\), with step \(h=4\times10^{-4}\) eV/Å, gives 100.5 eV\(^{-2}\). The deficit is 0.2% of the first value. It matches the leading truncation term \((h^2/6)(\mu_{\alpha\alpha}+\mu_{\beta\beta})\), which (20) makes negative here.

**A history with a wiped-out pair.** From \(a\), let the input visit 0.010, −0.006, 0.004, −0.002, 0.006 and 0.001 eV/Å. The rise to 0.006 passes the earlier maximum 0.004 and deletes it together with the minimum −0.002. Four legs remain, with changes given by (9) and (10):

| Leg (eV/Å) | Change of \(f\) (Å\(^{-2}\)) |
|---|---|
| −0.020 → 0.010 | +0.025829 |
| 0.010 → −0.006 | −0.012400 |
| −0.006 → 0.006 | +0.006669 |
| 0.006 → 0.001 | −0.000888 |

With \(f_a=-0.021774\) Å\(^{-2}\), the sum is

\[
-0.021774+0.025829-0.012400+0.006669-0.000888=-0.002564\ \text{Å}^{-2}.
\]

Following all six moves with the friction rule gives the same −0.002564 Å\(^{-2}\), or −0.041 C/m².

The output at \(b\) is 0.021409 Å\(^{-2}\), so \(f_c=-1.8\times10^{-4}\) Å\(^{-2}\). This offset comes from the bias. For \(w_0=0\), the coordinates \(a+r\) and \(b-r\) at the two ends are opposite, the hyperbolic tangent is odd, and \(f_c\) vanishes.

**One loop at three heights.** The loop between −0.004 and 0.006 eV/Å can be reached directly from \(a\), after a visit to \(b\) followed by −0.004, or after 0.012 followed by −0.008 eV/Å. The polarizations at its top are −0.008093, 0.012665 and −0.000721 Å\(^{-2}\). Its height is 0.004590 Å\(^{-2}\) in all three cases, as C requires.

The corresponding heights in \(f^2\) are \(-9.54\times10^{-5}\), \(+9.52\times10^{-5}\) and \(-2.77\times10^{-5}\) Å\(^{-4}\). Even the sign depends on the history. For the first case, (16) gives \(0.004590\times(-0.016186-0.004590)=-9.54\times10^{-5}\) Å\(^{-4}\).

The fall from the top to 0.001 eV/Å and the rise from the bottom to the same point are both 0.000888 Å\(^{-2}\). This equality is special to the chosen point, which is both the loop's midpoint and the bias \(w_0\). The density (20) is even in \(s-w_0\), so reflection about \(w_0\) maps one triangle onto the other.

Half the loop height is \(E=0.002295\) Å\(^{-2}\). Gauss–Legendre integration of \(\mu\) over the triangle gives 0.001795, and the diagonal gives \(0.05\times0.010=0.000500\) Å\(^{-2}\). Omitting the diagonal would remove 22% of the loop height.

**Loss per cycle.** Over a closed loop, integration by parts gives \(\oint u\,df=-\oint f\,du\), which is the integral over \(x\) of the falling branch minus the rising branch. By (6) and (7), that difference is

\[
2\left[m(T(\alpha,\beta))-m(T(\alpha,x))-m(T(x,\beta))\right], \tag{21}
\]

which is twice the measure of relays with \(\beta'<x<\alpha'\). Integration over \(x\) counts each relay over its width:

\[
\oint u\,df=2\iint_{T(\alpha,\beta)}\mu(\alpha',\beta')\,(\alpha'-\beta')\,d\alpha'\,d\beta'. \tag{22}
\]

Zero-width relays dissipate nothing. For the loop above, (22) gives \(1.803\times10^{-5}\) eV/Å\(^3\), or \(2.89\times10^{6}\) J/m³. Dividing by twice the bulk weight, \(2\times0.001795\) Å\(^{-2}\), gives a mean relay width of 0.0050 eV/Å, half the width of the loop. The reversible part thus adds to the loop's height but not to its area, so height alone does not measure the loss.
